# What a Pair-Distance Histogram Cannot Distinguish: Six Points on a Line

## Question

In atomistic sampling, structures can be compared through the histogram of all their interatomic distances. This question examines what such a comparison can miss. Consider two sets of six identical points on a line,

$$A=\{0,1,4,10,12,17\},\qquad B=\{0,1,8,11,13,17\}.$$

Coordinates are dimensionless until part (f). The *global distance multiset* of a set is the collection of its 15 distances $d_{ij}=|x_i-x_j|$ with $i<j$, repetitions counted, without any record of which points a distance belongs to. Two sets are *congruent* if a distance-preserving map (translation, rotation, reflection or a combination) carries one onto the other.

## (a) The distances

**Find the global distance multisets of $A$ and $B$. What follows for histograms with finite bins, smearing or a cutoff?**

*Answer.* Subtract each point from all points to its right. For $A$:

- from 0: 1, 4, 10, 12, 17
- from 1: 3, 9, 11, 16
- from 4: 6, 8, 13
- from 10: 2, 7
- from 12: 5

For $B$:

- from 0: 1, 8, 11, 13, 17
- from 1: 7, 10, 12, 16
- from 8: 3, 5, 9
- from 11: 2, 6
- from 13: 4

When sorted, both lists read

$$1,2,3,4,5,6,7,8,9,10,11,12,13,16,17,$$

each value occurring once. The two multisets are equal.

A binned histogram counts the distances that fall in each interval. A smeared histogram is $h(r)=\sum_{i<j}g(r-d_{ij})$ with some peak shape $g$. A cutoff discards the distances above a chosen value. Each is computed from the multiset alone, so each gives the same result for $A$ and $B$. Finer bins do not help.

## (b) Congruence

**Decide whether $A$ and $B$ are congruent, allowing motions in a space of any dimension that contains the line.**

*Answer.* Suppose a distance-preserving map $T$ carries $A$ onto $B$. The distance 17 occurs once in each set, between the points 0 and 17. Hence $T$ maps this pair of end points onto itself, and there are two cases.

If $T(0)=0$, the point 4 of $A$ must go to a point of $B$ at distance 4 from 0. The points of $B$ lie at distances 1, 8, 11, 13 and 17 from 0, so there is none.

If $T(0)=17$, the point 1 of $A$ must go to a point of $B$ at distance 1 from 17. The points of $B$ lie at distances 17, 16, 9, 6 and 4 from 17, so again there is none.

Both cases fail, and the sets are not congruent. The argument used distances alone, so extra dimensions in which to rotate make no difference. A direct search agrees: none of the 720 relabellings of the six points turns the distance matrix of $A$ into that of $B$.

With (a), this proves that the global distance histogram does not determine a structure up to congruence. The failure needs enough points. For three points on a line, the largest distance is the sum of the other two, and those two are the gaps between neighbours. Their order can be changed only by reflection, so there the multiset does fix the set up to congruence.

## (c) The origin of the coincidence

**Represent each set by a polynomial, $A(x)=\sum_{a\in A}x^a$ and $B(x)=\sum_{b\in B}x^b$. Use a common factor to explain why the distances agree.**

*Answer.* First express the distances through the polynomial:

$$A(x)A(1/x)=\sum_{a,a'\in A}x^{a-a'}=6+\sum_{i<j}\left(x^{d_{ij}}+x^{-d_{ij}}\right).$$

The 6 comes from the terms $a=a'$, and each pair contributes once in each order. Two sets of equal size therefore have the same distance multiset if and only if their products $A(x)A(1/x)$ and $B(x)B(1/x)$ agree.

A common factor of $A(x)$ and $B(x)$ also divides their difference,

$$A(x)-B(x)=x^4-x^8+x^{10}-x^{11}+x^{12}-x^{13}$$
$$=-x^4\left[x^8(x-1)+x^6(x-1)+(x^4-1)\right].$$

Since $x^4-1=(x-1)(x+1)(x^2+1)$ and $x^8+x^6=x^6(x^2+1)$, the bracket equals

$$(x-1)(x^2+1)(x^6+x+1).$$

The last factor is the candidate. Set

$$P(x)=1+x+x^6,\qquad Q(x)=1+x^4-x^5+x^{11}.$$

Multiplying $Q$ by the three terms of $P$ gives

$$\begin{aligned}
1\cdot Q&=1+x^4-x^5+x^{11},\\
x\,Q&=x+x^5-x^6+x^{12},\\
x^6Q&=x^6+x^{10}-x^{11}+x^{17}.
\end{aligned}$$

The terms in $x^5$, $x^6$ and $x^{11}$ cancel in the sum, which leaves $PQ=1+x+x^4+x^{10}+x^{12}+x^{17}=A(x)$.

Now reverse the order of the coefficients of $Q$:

$$\tilde Q(x)=x^{11}Q(1/x)=1-x^6+x^7+x^{11}.$$

The same multiplication gives

$$\begin{aligned}
1\cdot\tilde Q&=1-x^6+x^7+x^{11},\\
x\,\tilde Q&=x-x^7+x^8+x^{12},\\
x^6\tilde Q&=x^6-x^{12}+x^{13}+x^{17},
\end{aligned}$$

with sum $1+x+x^8+x^{11}+x^{13}+x^{17}=B(x)$. Thus $A=PQ$ and $B=P\tilde Q$.

From the definition of $\tilde Q$, $\tilde Q(1/x)=x^{-11}Q(x)$. The powers $x^{11}$ and $x^{-11}$ cancel, so

$$B(x)B(1/x)=P(x)P(1/x)\,Q(1/x)Q(x)=A(x)A(1/x).$$

Reversing one factor leaves the distances unchanged. Reversing both would merely reflect the whole set.

The construction yields other examples. Take $P=1+x+x^3$ and $Q=1+x^{10}+x^{30}$, so that $\tilde Q=1+x^{20}+x^{30}$. The products describe the nine-point sets

$$\{0,1,3,10,11,13,30,31,33\},\quad\{0,1,3,20,21,23,30,31,33\}.$$

They have equal distance multisets by the identity above. The mirror image of the first is $\{0,2,3,20,22,23,30,32,33\}$, which is not the second. Both sets span 0 to 33, so no other motion could match them, and they are not congruent. Here the meaning is visible: a three-point motif is placed at three positions, and the arrangement of positions is reflected while the motif is not. In the six-point case $Q$ has a negative coefficient, so this picture does not apply literally, but the algebra is the same. The reversed product must have coefficients 0 and 1 if it is to describe a set of single points.

## (d) Pair energies and scattering

**Show that no pair potential, and no measurement of scattered intensity along the line, separates $A$ from $B$. Assume identical points and single scattering.**

*Answer.* For identical particles with a pair potential $f$ that depends on distance alone, the energy is

$$E=\sum_{i<j}f(d_{ij}).$$

This is a sum over the distance multiset, so it has the same value for $A$ and $B$ whatever the form of $f$. Fitting $f$ more flexibly cannot separate them.

For wave number $q$ along the line, the scattered intensity of identical point scatterers is proportional to

$$\Big|\sum_j e^{iqx_j}\Big|^2=\sum_{j,k}e^{iq(x_j-x_k)}=6+2\sum_{i<j}\cos(q\,d_{ij}).$$

The diagonal terms give 6, and each pair gives two conjugate exponentials, hence twice a cosine. This too depends on the multiset alone. The amplitudes themselves differ in phase, but the intensity does not record the phase.

Identical particles are essential here. If the points carried different species, each distance would be labelled by a pair of species, and the separate histograms could differ.

## (e) Descriptions that do separate the sets

**Give two kinds of geometric data, and one energy-like function unchanged by every rigid motion, that distinguish $A$ from $B$.**

*Answer.* *Distances sorted by point.* In $A$, the point 0 has the distance list 1, 4, 10, 12, 17. A point of $B$ with this list would need the distance 17 and so would be an end point. The end points of $B$ have the lists 1, 8, 11, 13, 17 and 4, 6, 9, 16, 17. Neither agrees. The same 15 distances are distributed differently among the points.

*Triangles.* Each interior point $p$ forms a degenerate triangle with the two end points, with sides $p$, $17-p$ and 17. The triangles with longest side 17 are

- in $A$: (1,16,17), (4,13,17), (5,12,17), (7,10,17)
- in $B$: (1,16,17), (4,13,17), (6,11,17), (8,9,17)

Two of the four differ, so a histogram of complete triples separates the sets.

*A site function.* Define a local density at each point and a sum over sites,

$$\rho_i=\sum_{j\ne i}e^{-d_{ij}},\qquad S=\sum_i\sqrt{\rho_i}.$$

The sum of the densities is still a pair sum,

$$\sum_i\rho_i=2\sum_{i<j}e^{-d_{ij}},$$

and equals 1.163951 for both sets. The square root, however, acts after the distances have been grouped by site. Since $\sqrt{a+b}\neq\sqrt a+\sqrt b$ for positive $a$ and $b$, the grouping matters. The result is $S_A=2.3717$ and $S_B=2.4331$, a difference of 2.6% relative to $S_A$.

An energy proportional to $-S$ has the form of an embedding term in a many-atom potential. It is unchanged by every rigid motion, yet it differs between two structures with the same global histogram. A model that receives only that histogram cannot reproduce it. It is the nonlinearity that does the work: a linear function of $\rho_i$, summed over sites, would be blind again.

## (f) Charged vacancies in a hafnia capacitor

**Six oxygen vacancies of charge $q=2e$ occupy equivalent sites in a column normal to the electrodes of a hafnia film. The site spacing is $a=0.5$ nm, the film thickness $L=10$ nm and the relative permittivity 30. The column is centred, so that $z_i=L/2+a(x_i-8.5)$. A uniform field $E=1$ MV/cm points along $+z$. Treat the film as a uniform linear dielectric between ideal metal plates at $z=0$ and $z=L$. Compare the energies of arrangements $A$ and $B$.**

*Answer.* By superposition, the energy at fixed plate voltage has three parts: the direct repulsion of the vacancies, their energy in the applied field, and the effect of the charge they induce on the plates. The energy of the empty capacitor is common to both arrangements and is dropped.

**Direct repulsion.** With $K=q^2/(4\pi\varepsilon_0\varepsilon_r)=0.192$ eV nm,

$$E_{\rm pair}=\frac{K}{a}\sum_{i<j}\frac1{|x_i-x_j|}=\frac{0.192}{0.5}\times3.3015\ {\rm eV}=1.268\ {\rm eV}.$$

This holds for both arrangements, as (d) requires.

**Applied field.** Measured from the middle of the film, the potential is $-E(z-L/2)$, so

$$E_{\rm field}=-qE\sum_i(z_i-L/2)=-qEa\Big(\sum_i x_i-51\Big),$$

where $51=6\times8.5$. Since 1 MV/cm is 0.1 V/nm, $qEa=2\times0.1\times0.5=0.1$ eV. The coordinate sums are 44 for $A$ and 50 for $B$. Hence

$$E_{\rm field}^A=-0.1\times(-7)=0.7\ {\rm eV},\qquad E_{\rm field}^B=-0.1\times(-1)=0.1\ {\rm eV}.$$

**Electrodes.** For a charge at $z'$, place equal charges at $z'+2nL$ and opposite charges at $-z'+2nL$ for all integers $n$. Reflection in either plate exchanges the two families, so their potentials cancel on both plates, as required. Remove the direct term and write $s=|z-z'|$ and $t=z+z'$. The induced part at $z$ is then

$$C(z,z')=-\frac1t+\sum_{n=1}^{\infty}\left[\frac1{2nL-s}+\frac1{2nL+s}-\frac1{2nL-t}-\frac1{2nL+t}\right].$$

With $u=s/2L$ and $v=t/2L$, a factor $1/2L$ comes out. The digamma function obeys $\psi(1+y)=-\gamma+\sum_{n\ge1}[1/n-1/(n+y)]$, where $\gamma$ is Euler's constant. Subtracting two such series gives

$$\sum_{n\ge1}\left[\frac1{n+u}-\frac1{n+v}\right]=\psi(1+v)-\psi(1+u),$$

and the same with $u,v$ replaced by $-u,-v$. Finally $\psi(1+v)-1/v=\psi(v)$ absorbs the term $-1/t$:

$$C=\frac{\psi(v)+\psi(1-v)-\psi(1+u)-\psi(1-u)}{2L}.$$

If all charges are built up together in proportion to $\lambda$ from 0 to 1, the induced potential also grows as $\lambda$. The work contains $\int_0^1\lambda\,d\lambda=\tfrac12$, so

$$E_{\rm image}=\frac K2\sum_{i,j}C(z_i,z_j),$$

including $i=j$, because each charge is attracted by its own images. The values are $-0.768$ eV for $A$ and $-0.749$ eV for $B$.

The electrode energy offsets about 60% of the direct repulsion. About 0.2 eV of it is the attraction of the vacancies to their own images, which a lone vacancy would also feel. The images of the other vacancies offset a little over 40%. For the centred column, the electrodes separate the arrangements by only 0.020 eV. This small difference depends on the placement: shifting both columns by 0.5 nm changes it to 0.063 eV (towards $z=0$) or $-0.017$ eV (towards $z=L$). The electrodes can separate the arrangements at all because $C$ depends on $z+z'$ as well as on the distance.

**Comparison.** The total for $B$ minus that for $A$ is $-0.600+0.020=-0.580$ eV. Any model whose sole input is the global histogram must predict one number for both. Its error is then at least $0.580/2=0.29$ eV for one of them.

Most of this error has a simpler origin than the coincidence in (a). The field energy changes even under reflection: the mirror image of $A$ has coordinate sum $6\times17-44=58$ and field energy $-0.7$ eV. A description that ignores position and orientation cannot supply an energy in an external field. The site function in (e) shows the loss of information without this complication.

## (g) Displacements and validity

**Each vacancy is displaced along the column by an independent Gaussian amount of rms size $w=0.01$ nm. Does this remove the ambiguity? Then judge the model of (f) for a real device at 358 K.**

*Answer.* To first order in the displacements $\delta_i$, the direct energy changes by $-\sum_iF_i\delta_i$, where $F_i$ is the force on vacancy $i$ from the others. Independent displacements have no cross terms on average, so the rms change is

$$\sigma_E=w\sqrt{\sum_iF_i^2}.$$

This gives 0.0110 eV for $A$ and 0.0111 eV for $B$. Random sampling with 40,000 displaced columns for each arrangement, using the full $1/d$ energy, gives 0.0110 and 0.0112 eV. The closest pair accounts for most of it: two forces of $K/a^2=0.768$ eV/nm give $\sqrt2\times0.01\times0.768=0.0109$ eV.

A single displaced snapshot of $A$ will therefore in general differ from one of $B$, both in energy and in a sufficiently fine histogram. The direct energy alone does not reveal the arrangement, since two snapshots of $A$ differ by about as much. (The full energy of (f) does, because its difference of 0.58 eV is far larger than this spread.) The averages of the direct energy and of the histogram do not differ. The distribution of a displaced distance depends only on the undisplaced distance and on $w$, which are the same for both sets. The averaged histograms thus coincide again. A single snapshot, however, does identify the arrangement if its distances are resolved much more finely than $w$. Each distance shifts by about $\sqrt2\,w=0.014$ nm, far less than the 0.5 nm site spacing, so rounding to the nearest multiple of $a$ normally tells which of the 15 distances it was. In $A$, the distances 1, 3 and 4 join the points 0, 1 and 4, so their displaced values still satisfy $d_1+d_3=d_4$ exactly. In $B$, they belong to the separate pairs (0,1), (8,11) and (13,17), and the displaced values in general violate this relation. If only the rounded distances are kept, the common list returns and the ambiguity with it. Displacements thus remove the ambiguity for a finely resolved snapshot, but not for averaged histograms or for distances rounded to the site spacing.

The thermal energy at 358 K is 0.031 eV. The electrode difference of 0.020 eV is smaller than this, while the field difference of 0.6 eV is about twenty times larger.

As for the real case, a thickness near 10 nm, a permittivity near 30 and a field of order 1 MV/cm are rough typical values for ferroelectric hafnia capacitors. Six uncompensated, doubly charged vacancies in one column are not a typical equilibrium state; they are a frozen test structure. The field on the end vacancy at $x=0$ of $A$, from the other five without images, is

$$\frac{K}{qa^2}\left(1+\frac1{4^2}+\frac1{10^2}+\frac1{12^2}+\frac1{17^2}\right)=4.2\ {\rm MV/cm}.$$

The corresponding largest value in $B$ is 4.0 MV/cm. The images, with the nearer plate 0.75 nm away, raise these values to 4.9 and 4.7 MV/cm. All are four to five times the applied field and comparable with the breakdown field of such films, roughly several MV/cm. A linear permittivity is doubtful there, and so is a continuum description at a separation of one cell. The model also leaves out the spontaneous polarization of a ferroelectric film, which an applied field of order 1 MV/cm can switch. Real electrodes screen over a finite length. If this is represented crudely by moving each image plane outward with the column kept centred, a shift of 0.1 nm lowers the electrode difference from 0.020 to 0.018 eV, and a shift of 0.5 nm lowers it to 0.013 eV.

Real vacancies may also trap electrons. If each trapped one, $q$ would fall to $e$. Energies proportional to $q^2$ would drop to a quarter, giving a direct repulsion of 0.32 eV and an electrode difference of 0.005 eV. The field difference, proportional to $q$, would halve to 0.3 eV. Lattice relaxation around the vacancies is not included, and its size is not estimated here. None of these corrections affects the geometric result of (a) and (b). The numerical output below lists the values used.

## Numbers as computed

```
Distances A: 1 2 3 4 5 6 7 8 9 10 11 12 13 16 17
Distances B: 1 2 3 4 5 6 7 8 9 10 11 12 13 16 17
Mirror image of A: 0 5 7 13 16 17
Gaps A: 1 3 6 2 5 | gaps B: 1 7 3 2 4
Relabellings searched: 720
Common factor P: x**6 + x + 1
A/P: x**11 - x**5 + x**4 + 1
B/P: x**11 + x**7 - x**6 + 1
Distances from point 0 of A: 1 4 10 12 17
Distances from point 1 of A: 1 3 9 11 16
Distances from point 4 of A: 3 4 6 8 13
Distances from point 10 of A: 2 6 7 9 10
Distances from point 12 of A: 2 5 8 11 12
Distances from point 17 of A: 5 7 13 16 17
Distances from point 0 of B: 1 8 11 13 17
Distances from point 1 of B: 1 7 10 12 16
Distances from point 8 of B: 3 5 7 8 9
Distances from point 11 of B: 2 3 6 10 11
Distances from point 13 of B: 2 4 5 12 13
Distances from point 17 of B: 4 6 9 16 17
Triangles with side 17 in A: (1, 16, 17) (4, 13, 17) (5, 12, 17) (7, 10, 17)
Triangles with side 17 in B: (1, 16, 17) (4, 13, 17) (6, 11, 17) (8, 9, 17)
Sum of rho, A and B: 1.163951, 1.163951 (dimensionless)
Sum of sqrt(rho), A and B: 2.371738, 2.433090 (dimensionless)
Spacing 0.5 nm, film 10.0 nm, permittivity 30.0
Vacancy charge 2 e, field 1.0 MV/cm
Temperature 358.0 K, thermal energy 0.0309 eV
Displacement rms 0.01 nm
Coulomb prefactor K: 0.19200 eV nm
Sum of 1/d: 3.30146 (dimensionless)
A: sum of positions 44 (units of a)
A: pair energy 1.26773 eV
A: field energy from mid-film 0.7000 eV
A: electrode image energy -0.76841 eV
A: displacement spread, linear 0.01099 eV, sampled 0.01101 eV
A: largest mutual field 4.16 MV/cm
B: sum of positions 50 (units of a)
B: pair energy 1.26773 eV
B: field energy from mid-film 0.1000 eV
B: electrode image energy -0.74888 eV
B: displacement spread, linear 0.01112 eV, sampled 0.01117 eV
B: largest mutual field 3.97 MV/cm
Field energy, B minus A: -0.6000 eV
Image energy, B minus A: 0.01953 eV
```
